# How interstitial supersaturation sets free boron in clustered silicon

## 1. Two borons and one interstitial

Suppose that boron in silicon is either free, meaning isolated on a lattice site, or bound in clusters made from two borons and one silicon self-interstitial. Let \(C_B\) and \(C_{cl}\) be the concentrations of free boron and of clusters. Let

\[
S=\frac{C_I}{C_I^*}
\]

be the interstitial supersaturation: the actual interstitial concentration divided by its equilibrium value at the same temperature and Fermi level.

If the reaction is in equilibrium, mass action gives \(C_{cl}=K C_B^2 S\), where \(K\) is constant at fixed temperature and Fermi level. Each cluster holds two borons, so when the clusters hold nearly all of the total boron \(C_{tot}\), we have \(C_{cl}\simeq C_{tot}/2\). Then

\[
K C_B^2S\simeq \frac{C_{tot}}2
\quad\Longrightarrow\quad
C_B\simeq\left(\frac{C_{tot}}{2K}\right)^{1/2}S^{-1/2}.
\]

The cluster concentration can hardly change, because the boron is already used up. If \(S\) rises, the product \(C_B^2S\) must nevertheless stay constant, so \(C_B\) falls as the inverse square root. For \(n\) borons and \(m\) interstitials the same reasoning holds \(C_B^nS^m\) constant and gives the power \(-m/n\). It remains to justify mass action and to find what "nearly all" and "fixed Fermi level" demand.

## 2. Mass action from counting

Let \(N\) be the density of lattice sites, and write \(x_B=C_B/N\), \(x_{cl}=C_{cl}/N\). Both are much smaller than one. Apart from mixing, free borons and clusters do not interact. A cluster is assigned to one site, and its possible orientations are absorbed in its free energy.

For \(M\) sites with \(M_B\) free borons and \(M_{cl}\) clusters, the number of arrangements is

\[
W=\frac{M!}{M_B!\,M_{cl}!\,(M-M_B-M_{cl})!}.
\]

In the dilute limit \(M!/(M-M_B-M_{cl})!\) may be replaced by \(M^{M_B+M_{cl}}\). With \(\ln k!\simeq k\ln k-k\) for the other two factorials,

\[
\frac{\ln W}{M}\simeq-x_B(\ln x_B-1)-x_{cl}(\ln x_{cl}-1).
\]

Interstitials come from a reservoir. In full equilibrium they can be exchanged with the host crystal at no cost in free energy, so their chemical potential measured from the host is zero. For dilute interstitials, multiplying the concentration by \(S\) adds \(kT\ln S\). At a given Fermi level the charge states of the interstitial stand in fixed ratios, so the same \(S\) applies to each of them. Hence \(\mu_I=kT\ln S\).

Let \(G\) be the free energy, apart from mixing, of making one cluster from \(n\) free borons and \(m\) reservoir interstitials at \(S=1\) and the given Fermi level. At supersaturation \(S\) this cost becomes \(G-mkT\ln S\). The function to minimise, per site and in units of \(kT\), is

\[
\phi=x_B(\ln x_B-1)+x_{cl}(\ln x_{cl}-1)
+x_{cl}\left(\frac{G}{kT}-m\ln S\right),
\]

with \(x_B=x_{tot}-nx_{cl}\). Since \(d[x(\ln x-1)]/dx=\ln x\) and \(dx_B/dx_{cl}=-n\),

\[
\frac{d\phi}{dx_{cl}}
=-n\ln x_B+\ln x_{cl}+\frac{G}{kT}-m\ln S=0.
\]

The second derivative, \(n^2/x_B+1/x_{cl}\), is positive, so this is the minimum. Exponentiating,

\[
\frac{C_{cl}}N=\left(\frac{C_B}N\right)^nS^m e^{-G/kT}.
\tag{1}
\]

Equation (1) requires local equilibrium: clusters must form and dissolve fast enough to follow \(S\).

## 3. The law and its finite-fraction correction

Boron conservation reads \(C_{tot}=C_B+nC_{cl}\). With the free fraction \(f=C_B/C_{tot}\),

\[
C_{cl}=\frac{(1-f)C_{tot}}n.
\]

Solve (1) for \(C_B^n\) and insert this:

\[
C_B^n=N^{n-1}C_{cl}\,e^{G/kT}S^{-m}
=\frac{N^{n-1}C_{tot}}n(1-f)e^{G/kT}S^{-m}.
\]

The \(n\)th root is

\[
C_B=\left[\frac{N^{n-1}C_{tot}e^{G/kT}}n\right]^{1/n}
S^{-m/n}(1-f)^{1/n}.
\tag{2}
\]

When \(f\ll1\), the last factor tends to one and

\[
\boxed{C_B\simeq
\left[\frac{N^{n-1}C_{tot}e^{G/kT}}n\right]^{1/n}S^{-m/n}}
\tag{3}
\]

at fixed temperature, total boron and Fermi level. Relative to (2), the limiting law is too high by \((1-f)^{-1/n}-1\simeq f/n\).

Equation (3) also says that \(C_B\propto C_{tot}^{1/n}\) at fixed \(S\). With \(n=3\), doubling the total boron raises free boron by a factor \(2^{1/3}\simeq1.26\); most of the added boron enters clusters.

The slope at finite \(f\) follows by differentiation. Let \(s=d\ln C_B/d\ln S\). From (1), \(d\ln C_{cl}/d\ln S=ns+m\). Differentiating the conservation equation at fixed \(C_{tot}\) gives

\[
C_Bs+nC_{cl}(ns+m)=0.
\]

Divide by \(C_{tot}\):

\[
fs+(1-f)(ns+m)=0
\quad\Longrightarrow\quad
s=-\frac{m}{n+f/(1-f)}.
\tag{4}
\]

As \(f\to0\), \(s\to-m/n\). When nearly all boron is free, \(f/(1-f)\) is large and the slope tends to zero: there are too few clusters for their growth to deplete the free boron.

**A count with a closed supply.** The power \(m\) can be checked without a reservoir. Take a box of \(10^{10}\) boron sites and as many interstitial sites, with 200 000 borons, \(n=3\), \(m=2\), and a cluster weight \(e^{53}\). Summing over every possible number of clusters, for 300 000 and then 330 000 interstitials in total, gives the mean numbers of free borons and free interstitials. The slope of the logarithm of the first against the logarithm of the second is \(-0.6603\). Equation (4), with the mean free fraction 0.0283, gives \(-0.6602\).

The variable in this comparison is the concentration of *free* interstitials. If the total supply is closed, \(S\) is a result of the clustering and cannot be chosen separately.

## 4. Why the Fermi level matters

Free boron is the ion \(\mathrm B^-\). For a cluster of charge \(q\), in units of the positive elementary charge, charge balance requires

\[
n\mathrm B^-+m\mathrm I+(n+q)\mathrm h^+\rightleftharpoons
(\mathrm B_n\mathrm I_m)^q,
\]

where \(\mathrm I\) is a neutral interstitial. The charge on the left is \(-n+n+q=q\), as required. For nondegenerate carriers, each hole has chemical potential \(kT\ln(p/n_i)\) relative to intrinsic material, with \(p\) the hole density and \(n_i\) the intrinsic density. If \(G_q\) is the cluster free energy at the intrinsic Fermi level, then

\[
G=G_q-(n+q)kT\ln\frac p{n_i}.
\]

Putting this into (1) gives the factor \((p/n_i)^{n+q}\). At fixed Fermi level it is a constant. If several charge states coexist, their sum is

\[
\frac{C_{cl}}N=\left(\frac{C_B}N\right)^nS^m
\sum_qe^{-G_q/kT}\left(\frac p{n_i}\right)^{n+q},
\]

and the sum is again independent of \(S\). Charge changes the prefactor but not the power.

Now let the boron itself set the Fermi level, with one cluster charge \(q\) and no other dopant. Neutrality is

\[
p-n_e=A,\qquad A=C_B-qC_{cl},\qquad pn_e=n_i^2,
\]

where \(n_e\) is the electron density. Eliminating \(n_e\) gives \(p^2-Ap-n_i^2=0\), whose positive root is

\[
p=\tfrac12\left(A+\sqrt{A^2+4n_i^2}\right).
\]

Therefore

\[
\frac{dp}{dA}=\frac12\left(1+\frac A{\sqrt{A^2+4n_i^2}}\right)
=\frac p{\sqrt{A^2+4n_i^2}},
\]

so \(d\ln p=dA/\sqrt{A^2+4n_i^2}\).

Write \(t=d\ln C_{cl}/d\ln S\). Conservation gives \(C_Bs+nC_{cl}t=0\), so \(C_{cl}t=-C_Bs/n\). Hence

\[
\frac{dA}{d\ln S}=C_Bs-qC_{cl}t
=C_Bs\left(1+\frac qn\right),
\]

and

\[
\frac{d\ln p}{d\ln S}=hs,\qquad
h=\frac{(1+q/n)C_B}{\sqrt{A^2+4n_i^2}}.
\]

Mass action now gives \(t=ns+m+(n+q)hs\), while conservation gives \(t=-fs/(1-f)\). Equating the two,

\[
s=-\frac{m}{n+f/(1-f)+(n+q)h}.
\tag{5}
\]

The added term is

\[
(n+q)h=\frac{(n+q)^2C_B}{n\sqrt{A^2+4n_i^2}}\ge0.
\]

At given \(f\), a moving Fermi level can therefore only weaken the dependence on \(S\) in this model.

For neutral clusters there are two simple limits, both with \(f\ll1\). If \(C_B\ll n_i\), then \(h\to0\) and the power is \(-m/n\). If \(C_B\gg n_i\), then \(h\to1\) and it is \(-m/(2n)\). In the second case \(p\simeq C_B\), and forming a cluster consumes \(n\) holes as well as \(n\) borons. Mass action then contains \(C_B^{2n}\).

## 5. A lightly doped silicon layer

Take silicon at 800 °C, with \(kT=0.09248\) eV, \(N=5\times10^{22}\) cm⁻³ and \(C_{tot}=10^{18}\) cm⁻³. The cluster is neutral, with \(n=3\), \(m=2\). Its free energy at the intrinsic Fermi level, \(G=-1.25\) eV, is a chosen model value. At \(S=1\) it leaves all but 0.09% of the boron free.

First hold the Fermi level at its intrinsic position. For \(S=1000\), the parts of (3) are

\[
e^{G/kT}=e^{-13.52}\simeq1.35\times10^{-6},
\]

\[
\frac{N^2C_{tot}e^{G/kT}}3
\simeq1.12\times10^{57}\ \mathrm{cm^{-9}},
\]

and \(S^{-2/3}=0.01\). The cube root of the second line is \(1.04\times10^{19}\) cm⁻³, so the limiting law gives

\[
C_B\simeq1.04\times10^{17}\ \mathrm{cm^{-3}}.
\]

Solving conservation without the approximation gives \(1.00\times10^{17}\) cm⁻³, or \(f=0.100\). The law is 3.6% high relative to this solution, as expected from \(f/n\simeq3.3\%\) at leading order. The local slope is

\[
s=-\frac2{3+0.100/0.900}\simeq-0.643.
\]

At \(S=10\,000\), free boron is \(2.22\times10^{16}\) cm⁻³, the law is 0.75% high and the slope is \(-0.662\). Over this decade free boron falls to 0.222 of its first value; the pure power predicts 0.215.

The clusters store \(6.00\times10^{17}\) interstitials per cm³ at \(S=1000\) and \(6.52\times10^{17}\) at \(S=10\,000\). The source must supply the difference, about \(5.2\times10^{16}\) cm⁻³, besides raising the free interstitial concentration.

If neutrality sets the Fermi level instead, with \(n_i=2\times10^{18}\) cm⁻³, free boron changes by \(-2.3\%\) at \(S=1000\) and \(-0.55\%\) at \(S=10\,000\). The slopes become \(-0.629\) and \(-0.658\). The shift is small because \(C_B\ll n_i\).

## 6. Heavy doping: three cluster charges

Raise total boron to \(10^{20}\) cm⁻³ and set \(S=10\). Keep temperature, \(n_i\), \(n\), \(m\) and the intrinsic-level free energy the same for three possible cluster charges. Neutrality now gives:

| \(q\) | \(C_B\) (cm⁻³) | local slope |
|---:|---:|---:|
| −1 | \(1.55\times10^{18}\) | −0.650 |
| 0 | \(4.14\times10^{18}\) | −0.385 |
| +1 | \(2.29\times10^{19}\) | −0.071 |

For \(q=-1\), the clusters carry most of the negative charge, and their number hardly changes. They hold the Fermi level nearly still, and the slope returns close to \(-2/3\).

For \(q=0\), the holes are balanced by free boron and electrons. Equation (5) has \(f/(1-f)\simeq0.043\) and

\[
h=\frac{4.14}{\sqrt{4.14^2+4(2.00)^2}}\simeq0.72,
\]

so \(s\simeq-2/(3+0.043+3\times0.72)\simeq-0.38\). Free boron is only about twice \(n_i\), so the extrinsic limit \(-1/3\) is not yet reached. Formally lowering \(n_i\) to \(2\times10^{15}\) cm⁻³ in the same calculation gives \(-0.333\).

For \(q=+1\), positive clusters slightly outnumber the free boron ions, so the layer is weakly n-type. With the two charges so nearly balanced, a small change in either moves the Fermi level strongly, which opposes further clustering. Here \(f=0.229\), so the condition of nearly complete clustering also fails, but in (5) the Fermi term is much the larger correction: \((n+q)h\simeq25\), against \(f/(1-f)\simeq0.30\).

These are model comparisons. A total of \(10^{20}\) cm⁻³ lies above the solubility of boron at 800 °C, roughly \(3\times10^{19}\) cm⁻³, and precipitation is left out. With neutral clusters the chosen energy also binds too strongly for real heavy doping: even at \(S=1\) it leaves only about 10% of the boron free at \(10^{20}\) cm⁻³ and about 25% at \(3\times10^{19}\) cm⁻³, whereas silicon in equilibrium keeps boron largely dissolved up to the solubility. With \(q=-1\) the hole density is near \(3.4\times10^{19}\) cm⁻³, no longer very small beside the valence-band density of states, about \(2.0\times10^{20}\) cm⁻³. Nondegenerate statistics are therefore less accurate there than in the lightly doped layer: Fermi–Dirac statistics lower free boron by about 4%, though the slope stays at \(-0.650\).

## 7. When another cluster takes over

Let species \(j\) contain \(n_j\) borons and \(m_j\) interstitials. Include free boron as \(n_j=1\), \(m_j=0\). At fixed Fermi level,

\[
C_{tot}=\sum_jn_jC_j,\qquad C_j\propto C_B^{n_j}S^{m_j}.
\]

Differentiation gives

\[
0=\sum_jn_jC_j(n_js+m_j).
\]

With the boron shares \(w_j=n_jC_j/C_{tot}\), this becomes

\[
s=-\frac{\sum_jw_jm_j}{\sum_jw_jn_j}.
\tag{6}
\]

The slope is a ratio of two averages over boron atoms. It reduces to \(-m/n\) when one cluster has a share close to one.

That cluster need not keep its share. For a finite set of species, suppose that \(C_B\propto S^{-a}\) at very large \(S\). The boron in species \(j\) then varies as \(S^{m_j-an_j}\). No species may exceed the fixed total, so \(a\ge m_j/n_j\) for each \(j\). At least one must hold a finite share, so equality holds for some \(j\). Thus \(a\) is the largest \(m_j/n_j\) in the set.

Add to the lightly doped example a rival with one boron and two interstitials, and a trial free energy of \(+1.60\) eV. Its ratio is 2, against \(2/3\) for the main cluster. With the Fermi level fixed:

| \(S\) | boron in rival | slope |
|---:|---:|---:|
| \(10^3\) | 0.3% | −0.644 |
| \(10^4\) | 7% | −0.693 |
| \(10^5\) | 82% | −1.48 |

At \(S=10^4\) the slope has already passed \(-2/3\). Its continued steepening marks a change of dominant cluster, not a better approach to the original law. At a formal \(S=10^{12}\) the slope is \(-2.000\).

## 8. The example beside a real anneal

The conditions resemble a lightly doped layer annealed after implantation damage, when supersaturations of roughly \(10^3\) to \(10^4\) can occur. Heavily doped contacts contain far more boron, near \(10^{20}\) cm⁻³ or above. There the fixed-Fermi-level assumption can fail badly: for the neutral clusters of Section 6, at \(S=10\), equation (4) with the same free fraction would give a slope of about \(-0.66\), whereas the moving Fermi level gives \(-0.38\). The cluster energies here are model choices, and real layers may contain many cluster species.

Equilibrium also takes time. For steady diffusion to a sphere of radius \(R\), the current \(4\pi r^2D\,dC/dr\) is independent of \(r\). Integration from \(C=0\) at \(R\) to \(C_B\) far away gives the current \(4\pi RDC_B\) into each cluster. Dividing \(C_B\) by the capture rate per volume gives the mean time for a free boron to reach an existing cluster,

\[
\tau=\frac1{4\pi RDC_{cl}}.
\]

Take \(R=0.5\) nm and \(D=4\times10^{-17}S\) cm²/s, both rough, with the factor \(S\) for boron carried by interstitials. At \(S=1000\), \(C_{cl}=3.0\times10^{17}\) cm⁻³ and

\[
\tau=\frac1{4\pi(5\times10^{-8})(4\times10^{-14})(3.0\times10^{17})}\ \mathrm s
\simeq130\ \mathrm s.
\]

At \(S=10\,000\) it is about 12 s. These are encounter times, not times to reach equilibrium. New three-boron clusters must form through smaller ones, and where those are scarce equilibration can take much longer, even without reaction barriers. If \(S\) changes faster than the clusters can respond, (3) does not apply.

Screening gives the largest of the estimated prefactor corrections. The carrier cloud lowers the energy of each free boron ion by

\[
\Delta=\frac{e^2}{8\pi\varepsilon L},
\]

where \(\varepsilon\) is the permittivity and \(L\) the Debye length. The cloud potential at the ion is \(e/(4\pi\varepsilon L)\) in magnitude, and building up the charge gradually supplies the factor one half. A neutral cluster has no such shift, so free boron is multiplied by \(e^{\Delta/kT}\) at fixed cluster concentration. With \(L\simeq3.8\) nm, which counts the free boron ions as screening charge along with the carriers (carriers alone give 3.9 nm), this is an increase of roughly 20%, assuming that screening shifts both band edges symmetrically. With only about one carrier in a sphere of radius \(L\), this is a rough estimate. Because \(L\) is set mainly by intrinsic carriers, it hardly varies with \(S\), and at fixed cluster concentration the factor itself shifts the mean slope between \(S=1000\) and \(S=10\,000\) by only about \(-0.0007\), nearly all of it from the boron ions counted in \(L\). At fixed total boron the larger free fraction matters more: by (4) it weakens the slope, and with the Fermi level fixed the net change in the local slope at \(S=1000\) is about \(+0.003\), or \(+0.005\) if only carriers screen. Valence-band degeneracy raises the hole activity by 0.35% at \(p=n_i\). Taking all free boron as ionised is also approximate: an unscreened acceptor level 0.045 eV above the valence band, with degeneracy factor 4, would leave about 6% neutral at \(p=n_i\) and about 14% at \(p\simeq5\times10^{18}\) cm⁻³, although screening weakens this binding.

A measurement at 300 K sees holes, not free boron directly. If the anneal state is frozen in and the clusters are electrically inactive, about 93% of the free boron is ionised for the \(S=1000\) state and 98% for the \(S=10\,000\) state. The mean slope of the hole density over the decade is then \(-0.632\), compared with \(-0.655\) for free boron. Reading a cluster's \(m/n\) from such a slope therefore requires corrections for ionisation, for the remaining free fraction and for Fermi-level motion, as well as evidence that one cluster dominates. The numerical output below gives most of these values to more digits.

## Computed results

```
cluster: borons n = 3, interstitials m = 2
temperature = 1073.15 K, kT = 0.09248 eV
site density = 5.00e+22 cm^-3
total boron = 1.00e+18 cm^-3, n_i = 2.00e+18 cm^-3
cluster free energy G = -1.25 eV
limiting exponent -m/n = -0.6667
box count: exponent -0.6603, formula -0.6602
box count: free fraction 0.0283, mass-action ratio 1.00005
S = 1: clustered boron = 0.0888 %
S = 1000: free boron = 1.0035e+17 cm^-3, f = 0.10035
  limiting law = 1.0395e+17 cm^-3, high by 3.59 %
  local exponent = -0.6428
  interstitials in clusters = 5.9977e+17 cm^-3
S = 3000: free boron = 4.9143e+16 cm^-3, f = 0.04914
  limiting law = 4.9975e+16 cm^-3, high by 1.69 %
  local exponent = -0.6554
  interstitials in clusters = 6.3390e+17 cm^-3
S = 10000: free boron = 2.2229e+16 cm^-3, f = 0.02223
  limiting law = 2.2396e+16 cm^-3, high by 0.75 %
  local exponent = -0.6617
  interstitials in clusters = 6.5185e+17 cm^-3
free-boron ratio, S = 1000 to 10000: 0.2215
limiting-law ratio for the same change: 0.2154
mean exponent over that decade = -0.6546
moving Fermi level, S = 1000: free boron -2.34 %, exponent -0.6285
moving Fermi level, S = 10000: free boron -0.55 %, exponent -0.6581
rival cluster: 1 boron, 2 interstitials, G = 1.60 eV
  S = 1000: rival share = 0.31 %, exponent -0.6442
  S = 10000: rival share = 6.65 %, exponent -0.6929
  S = 100000: rival share = 82.39 %, exponent -1.4810
  formal S = 1e12: exponent -2.0000
valence-band density of states at anneal = 2.030e+20 cm^-3
degeneracy: hole activity raised by 0.349 %
Debye length at S = 1000: 3.818 nm
screening estimate: free boron +19.0 %, exponent -0.00074
300 K, S = 1000: holes = 9.368e+16 cm^-3, ionised 93.4 %
300 K, S = 10000: holes = 2.187e+16 cm^-3, ionised 98.4 %
mean exponent of 300 K hole density = -0.6319
boron diffusivity at S = 1: 4.0e-17 cm^2/s, capture radius 0.5 nm
capture time, S = 1000: 132.7 s
capture time, S = 10000: 12.2 s
contrast: total boron = 1.0e+20 cm^-3, S = 10
  cluster charge -1: free boron = 1.550e+18 cm^-3, exponent -0.6503
  cluster charge +0: free boron = 4.142e+18 cm^-3, exponent -0.3845
  cluster charge +1: free boron = 2.288e+19 cm^-3, exponent -0.0708
formal extrinsic neutral limit: exponent -0.3333
```
